# Why Pekar bipolarons need a small dielectric ratio and correlated electrons: a numerical check

```python
# Two-electron Pekar functional E = T + u V - W in units m/kappa^2 Ha, kappa/m bohr.
# eta = eps_inf/eps_0, u = 1/(1-eta), 1/kappa = (1-eta)/eps_inf, V = <1/r12>,
# W = (1/2) int int rho rho/|r-r'|, int rho = 2; E1 = min(t - d/2) is the one-polaron energy.
# Tested: products never go below 2 E1; correlation lowers E at first order;
# u_c = sup (W - sqrt(8|E1|T))/V, eta_c = 1 - 1/u_c; spherical minimisers need u < 4.
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.linalg import eigh, eigh_tridiagonal, solve_banded
from scipy.special import erf, gamma
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants as pc
from pyscf import gto
pi = np.pi
def gl01(n):
    x, w = leggauss(n); return (x+1)/2, w/2
def canon(S, thr):
    s, U = eigh(S); k = s > thr; return U[:, k]/np.sqrt(s[k])
def lowest(H):
    e, c = eigh(H, subset_by_index=[0, 0]); return e[0], c[:, 0]
eta_of = lambda u: 1-1/u
tg, wt = gl01(96); rg = 70*tg**2; wr = 4*pi*rg**2*140*tg*wt
dens = lambda b: (b[..., None]/pi)**1.5*np.exp(-b[..., None]*rg**2)
pot = lambda b: erf(np.sqrt(b)[..., None]*rg)/rg
v_guess = erf(np.sqrt(0.07)*rg)/rg

# ---- one polaron and restricted product, s Gaussians
ex = 0.003*1.7**np.arange(12); nrm = (2*ex/pi)**0.75
be = ex[:, None]+ex[None, :]; S1 = np.outer(nrm, nrm)*(pi/be)**1.5
T1 = 3*np.outer(ex, ex)/be*S1
P1 = S1[..., None]*dens(be); F1 = S1[..., None]*pot(be); X1 = canon(S1, 1e-10)
def orbital_scf(g):   # orbital in the field -g*(potential of its own density)
    v = v_guess
    for _ in range(300):
        c = X1@lowest(X1.T@(T1-g*(P1@(wr*v)))@X1)[1]
        v = np.tensordot(np.outer(c, c), F1, 2)
    return c, c@T1@c, c@(P1@(wr*v))@c
c1, t1, d1 = orbital_scf(1.0); E1 = t1-d1/2
def polaron_fd(h, R=45.0):
    n = int(round(R/h))-1; r = h*np.arange(1, n+1); v = erf(0.26*r)/r
    ab = np.array([np.ones(n), -2*np.ones(n), np.ones(n)])
    for _ in range(150):
        e, y = eigh_tridiagonal(1/h**2-v, -0.5/h**2*np.ones(n-1), select='i', select_range=(0, 0))
        p = y[:, 0]**2; t = e[0]+p@v
        rhs = -h*p/r; rhs[-1] -= 1.0
        v = solve_banded((1, 1), ab, rhs)/r
    return t-0.5*p@v
E1_fd = (4*polaron_fd(0.05)-polaron_fd(0.1))/3
assert abs(E1-E1_fd) < 2e-6 and abs(d1-4*abs(E1)) < 1e-5
print(f"energies in m/kappa^2 Ha, lengths in kappa/m bohr unless labelled")
print(f"E1 Gaussians {E1:.7f}  finite differences {E1_fd:.7f}  2E1 {2*E1:.7f}")
print(f"polaron t {t1:.6f}  d {d1:.6f}")
def restricted(u):
    c, t, d = orbital_scf(2-u); return 2*t+u*d-2*d
u_test = 1.15; E_R = restricted(u_test)
assert abs(E_R-(2-u_test)**2*2*E1) < 2e-6
print(f"restricted product u={u_test}: SCF {E_R:.7f}  (2-u)^2 2E1 {(2-u_test)**2*2*E1:.7f}")
ucrit = lambda T, V, W: (W-np.sqrt(8*abs(E1)*T))/V

# ---- quadrature over (r1, r2<r1, r12) for symmetric integrands
x, wx = gl01(60); y, wy = gl01(32); z, wz = gl01(28)
a1 = (50*x**2)[:, None]; a2 = a1*y[None, :]
w2 = 2*(4*pi)**2*a1**2*a2**2*(100*x*wx)[:, None]*a1*wy[None, :]
r1 = a1[..., None]+0*a2[..., None]+0*z; r2 = a2[..., None]+0*z; r12 = r1-r2+2*r2*z
w3 = 16*pi**2*r1*r2*r12*(100*x*wx)[:, None, None]*r1*wy[None, :, None]*2*r2*wz
dot = (r1**2+r2**2-r12**2)/2

# ---- model phi phi (1 - lam r1.r2) with the Pekar orbital
phi = lambda r: np.exp(-r[..., None]**2*ex)@(c1*nrm)
dphi = lambda r: -2*r*(np.exp(-r[..., None]**2*ex)@(c1*nrm*ex))
m2 = wr@(rg**2*phi(rg)**2); K = wr@(rg**2*dphi(rg)**2)
pp = w2*phi(a1)**2*phi(a2)**2
G1 = np.sum(pp*a1*a2*a2/(3*a1**2))
G2 = np.sum(pp*a1**2*a2**2*(1/(3*a1)+2*a2**2/(15*a1**3)))
def model(l):
    N = 1+l*l*m2*m2/3; f = lambda r: 1+l*l*m2*r*r/3
    return (2*t1+l*l*m2*K/3)/N, (d1-2*l*G1+l*l*G2)/N, 2*np.sum(pp*f(a1)*f(a2)/a1)/N**2
p1, p2, q1, q2 = phi(r1), phi(r2), dphi(r1), dphi(r2)
def model_quad(l):
    F = 1-l*dot; psi2 = w3*(p1*p2*F)**2; N = psi2.sum()
    g = p2**2*(q1**2*F**2-2*l*p1*q1*F*dot/r1+l*l*p1**2*r2**2) \
        + p1**2*(q2**2*F**2-2*l*p2*q2*F*dot/r2+l*l*p2**2*r1**2)
    return np.sum(w3*g)/2/N, np.sum(psi2/r12)/N, np.sum(psi2*(1/r1+1/r2))/2/N
lam = minimize_scalar(lambda l: -ucrit(*model(l)), bounds=(0, 0.1), method='bounded',
                      options={'xatol': 1e-9}).x
Tm, Vm, Wm = model(lam); Tq, Vq, inv_r = model_quad(lam)
n_model = phi(rg)**2*(1+lam**2*m2*rg**2/3)/(1+lam**2*m2**2/3)
assert abs(Tm-Tq) < 1e-6 and abs(Vm-Vq) < 1e-6 and abs(wr@(n_model/rg)-inv_r) < 1e-6
dl = 1e-4
slope = (sum(model_quad(dl)[:2])-model(dl)[2]-sum(model_quad(-dl)[:2])+model(-dl)[2])/(2*dl)
assert G1 > 0 and abs(slope+2*G1) < 2e-4*G1
u_model = ucrit(Tm, Vm, Wm); assert u_model > 1.01
print(f"model: m2 {m2:.4f}  K {K:.5f}  G1 {G1:.5f}  G2 {G2:.4f}")
print(f"model slope at lam=0, u=1: quadrature {slope:.5f}  -2 G1 {-2*G1:.5f}")
print(f"model optimum lam {lam:.5f}  T {Tm:.6f}  V {Vm:.6f}  W {Wm:.6f}")
print(f"model u_c {u_model:.5f}  eta_c {eta_of(u_model):.4f}")

def find_uc(solve, u, v):   # Newton on E(u) = 2 E1 with slope V
    for _ in range(12):
        s = solve(u, v); v = s['v']
        if abs(s['E']-2*E1) < 1e-8: return u, s
        u += (2*E1-s['E'])/s['V']
    raise AssertionError("no convergence")

# ---- correlated Gaussians exp(-a r1^2 - b r2^2 - c r12^2) + (1<->2), c = s ab/(a+b)
av = 0.004*2.0**np.arange(6)
bas = np.array([(a, b, s*a*b/(a+b), s) for i, a in enumerate(av) for b in av[i:]
                for s in (-0.5, 0, 0.7, 2, 6, 18, 54) if s*a*b/(a+b) <= 1.0])
A, B, C, lev = bas.T
S = T = R = P = Ph = 0
for a_, b_ in ((A, B), (B, A)):
    k11, k22, k12 = (A+C)[:, None], (B+C)[:, None], -C[:, None]
    l11, l22, l12 = (a_+C)[None, :], (b_+C)[None, :], -C[None, :]
    b11, b22, b12 = k11+l11, k22+l22, k12+l12; det = b11*b22-b12**2
    s = (pi**2/det)**1.5
    tr = ((k11*l11+k12*l12)*b22+(k12*l12+k22*l22)*b11
          - (k11*l12+k12*l22+k12*l11+k22*l12)*b12)/det
    S = S+s; T = T+3*tr*s; R = R+s*2*np.sqrt(det/(b11+b22+2*b12)/pi)
    for bb in (det/b22, det/b11):
        P = P+s[..., None]*dens(bb); Ph = Ph+s[..., None]*pot(bb)
fn = 1/np.sqrt(np.diag(S)); nn = np.outer(fn, fn)
S, T, R, P, Ph = S*nn, T*nn, R*nn, P*nn[..., None], Ph*nn[..., None]
def ecg_solver(mask):
    i = np.where(mask)[0]; ix = np.ix_(i, i)
    X = canon(S[ix], 1e-8); Ts, Rs, Ps, Fs = T[ix], R[ix], P[ix], Ph[ix]
    def solve(u, v):
        old = 1.0
        for _ in range(400):
            c = X@lowest(X.T@(Ts+u*Rs-Ps@(wr*v))@X)[1]; cc = np.outer(c, c)
            v = np.tensordot(cc, Fs, 2); rho = np.tensordot(cc, Ps, 2)
            t, V, W = c@Ts@c, c@Rs@c, 0.5*wr@(rho*v); E = t+u*V-W
            assert E < old+1e-8      # monotone descent
            if old-E < 1e-11: break
            old = E
        return dict(E=E, T=t, V=V, W=W, v=v, rho=rho, c=c)
    return solve
u_rad, _ = find_uc(ecg_solver(lev == 0), 1.0, 2*v_guess)
print(f"ECG radial only: N {int((lev == 0).sum())}  eta_c {eta_of(u_rad):.4f}")
u, v, etas = 1.1, 2*v_guess, []
for smax in (2, 6, 54):
    full = ecg_solver(lev <= smax); u, sc = find_uc(full, u, v); v = sc['v']; etas.append(eta_of(u))
    print(f"ECG s<={smax}: N {int((lev <= smax).sum())}  u_c {u:.5f}  eta_c {etas[-1]:.4f}")
uc = u
assert etas[0] < etas[1]+5e-5 and etas[1] < etas[2]+5e-5 and etas[2]-etas[1] < 1e-3
assert abs(2*sc['T']-sc['W']+uc*sc['V']) < 1e-4
A_ = B_ = C_ = psi = 0
for a, b, c, co in zip(A, B, C, sc['c']*fn/np.sqrt(2)):
    for aa, bb in ((a, b), (b, a)):
        g = co*np.exp(-aa*r1**2-bb*r2**2-c*r12**2)
        psi = psi+g; A_ = A_+aa*g; B_ = B_+bb*g; C_ = C_+c*g
grad2 = 4*(A_**2*r1**2+A_*C_*(r1**2+r12**2-r2**2)+B_**2*r2**2
           - B_*C_*(r1**2-r2**2-r12**2)+2*C_**2*r12**2)
pw = w3*psi**2; vs = CubicSpline(rg, sc['v'])
Tq, Vq, Wq = np.sum(w3*grad2)/2, np.sum(pw/r12), np.sum(pw*(vs(r1)+vs(r2)))/2
assert abs(pw.sum()-1) < 5e-5 and abs(Tq-sc['T']) < 2e-5
assert abs(Vq-sc['V']) < 2e-5 and abs(Wq-sc['W']) < 5e-5
assert abs(ucrit(Tq, Vq, Wq)-uc) < 5e-4
print(f"at u_c: T {sc['T']:.6f}  V {sc['V']:.6f}  W {sc['W']:.6f}  2V/W {2*sc['V']/sc['W']:.4f}")
print(f"quadrature: T {Tq:.6f}  V {Vq:.6f}  W {Wq:.6f}  u_c formula {ucrit(Tq, Vq, Wq):.5f}")
s0 = full(1.0, v); B0 = 2*E1-s0['E']; u_tan = 1+B0/s0['V']
assert B0 > 0 and u_tan <= uc and s0['V'] > sc['V'] > 0.1
print(f"eta=0: E {s0['E']:.6f}  B {B0:.6f}  B/2|E1| {B0/abs(2*E1):.4f}")
print(f"eta=0: T {s0['T']:.6f}  V {s0['V']:.6f}  W {s0['W']:.6f}  2V/W {2*s0['V']/s0['W']:.4f}")
print(f"tangent bound u {u_tan:.5f}  eta {eta_of(u_tan):.4f}")
u_ex = 1/0.9; s_ex = full(u_ex, v)
dE = (full(u_ex+0.01, s_ex['v'])['E']-full(u_ex-0.01, s_ex['v'])['E'])/0.02
assert abs(dE-s_ex['V']) < 2e-4
assert s_ex['E'] > s0['E']+(sc['E']-s0['E'])*(u_ex-1)/(uc-1)   # above the chord
print(f"u={u_ex:.5f}: dE/du {dE:.5f}  V {s_ex['V']:.5f}")

# ---- upper bound: Hardy inequality and the weighted eigenvalue equation
eh = 1e-5*3.0**np.arange(21); bh = eh[:, None]+eh[None, :]
mom = lambda n: 2*pi*gamma((n+3)/2)/bh**((n+3)/2)
M = 6*eh[None, :]*mom(1)-4*eh[None, :]**2*mom(3); G = mom(-1)
sn = 1/np.sqrt(np.diag(G)); sn = np.outer(sn, sn)
hardy = eigh((M+M.T)/2*sn, G*sn, eigvals_only=True)[0]
assert 0 < hardy < 0.5
eps0 = lowest(X1.T@(T1-P1@(wr*sc['v']))@X1)[0]; eig2 = sc['T']+uc*sc['V']-2*sc['W']
r_mean = wr@(sc['rho']*rg)/2; rv = wr@(sc['rho']*rg*sc['v'])/2
ratio = np.sum(pw*(r1+r2)/(2*r12))
assert eig2 < eps0 and ratio > 0.5 and uc*ratio+(eps0-eig2)*r_mean < rv < 2
assert np.max(rg*sc['v']) < 2+1e-6
print(f"min Re<r p^2>/<1/r> in Gaussian basis {hardy:.4f}")
print(f"at u_c: eigenvalue {eig2:.5f}  eps0 {eps0:.5f}  <r1> {r_mean:.4f}")
print(f"u<r1/r12> {uc*ratio:.4f}  (eps0-E)<r1> {(eps0-eig2)*r_mean:.4f}  <r1 v> {rv:.4f}")

# ---- independent route: one-centre full CI with library integrals
bs = [[0, [0.005*1.9**k, 1.0]] for k in range(7)]+[[1, [0.01*1.9**k, 1.0]] for k in range(5)] \
    + [[2, [0.016*1.9**k, 1.0]] for k in range(4)]
mol = gto.M(atom='He 0 0 0', basis={'He': bs}, verbose=0, unit='Bohr'); n = mol.nao
So, To = mol.intor('int1e_ovlp'), mol.intor('int1e_kin')
se, U = eigh(So); X = (U/np.sqrt(se))@U.T; Sh = (U*np.sqrt(se))@U.T
eri = mol.intor('int2e').reshape(n, n, n, n)
for _ in range(4): eri = np.tensordot(eri, X, axes=([0], [0]))
tk = X@To@X; rr = mol.intor('int1e_rr').reshape(9, n, n)
Q = X@(2*rr[8]-rr[0]-rr[4])@X; Z = X@mol.intor('int1e_r')[2]@X
ang = np.concatenate([[mol.bas_angular(i)]*(2*mol.bas_angular(i)+1) for i in range(mol.nbas)])
p0 = np.array([1.1, 2.3, 3.7])
ao = mol.eval_gto('GTOval_sph', np.array([p0, p0*[-1, 1, 1], p0*[1, -1, 1], p0*[1, 1, -1]]))
irr = np.array([1, 2, 4])@((ao[1:]/ao[0]) < 0)
e2 = eri.reshape(n*n, n*n); J = lambda D: (e2@D.ravel()).reshape(n, n)
o0 = Sh[:, np.argmin(np.abs(np.diag(To)-0.05)+10*ang)]; J0 = J(np.outer(o0, o0))
def ci_solver(L):
    pr = np.array([(i, j) for i in range(n) for j in range(i+1)
                   if irr[i] == irr[j] and ang[i] <= L and ang[j] <= L])
    i, j = pr[:, 0][:, None], pr[:, 1][:, None]; k, l = i.T, j.T
    f = np.where(pr[:, 0] == pr[:, 1], 0.5, 2**-0.5); ff = 2*np.outer(f, f)
    Gm = ff*(eri[i, k, j, l]+eri[i, l, j, k])
    def solve(u, v, steps=None):
        old = 1.0; qs = []
        for _ in range(steps or 400):
            h = tk-v
            c = lowest(ff*(h[i, k]*(j == l)+h[j, l]*(i == k)+h[i, l]*(j == k)+h[j, k]*(i == l))+u*Gm)[1]
            Cm = np.zeros((n, n)); Cm[pr[:, 0], pr[:, 1]] = f*c; Cm = Cm+Cm.T
            D = 2*Cm@Cm; v = J(D); V = c@Gm@c
            E = np.sum(D*tk)+u*V-0.5*np.sum(D*v); qs.append(np.sum(D*Q))
            if steps is None and old-E < 1e-10: break
            old = E
        return dict(E=E, V=V, v=v, q=qs)
    return solve
u, v, eci = 1.0, 2*J0, []
for L in (0, 1, 2):
    ci = ci_solver(L); u, s = find_uc(ci, u, v); v = s['v']; eci.append(eta_of(u))
    print(f"full CI l<={L}: eta_c {eci[-1]:.4f}")
assert abs(eci[0]-eta_of(u_rad)) < 1e-3 and 0 < eci[0] < eci[1] < eci[2] < etas[2]
assert eta_of(u_model) < eci[1]
E_ci0 = ci(1.0, v)['E']; assert 0 < E_ci0-s0['E'] < 2e-3
sq = ci(u, v-2e-4*Q, steps=120)
assert abs(sq['q'][-1]) < 0.05*abs(sq['q'][0]) and abs(sq['E']-s['E']) < 1e-6
print(f"full CI spd, eta=0: E {E_ci0:.6f}; quadrupole decay ratio at u_c {sq['q'][10]/sq['q'][9]:.3f}")
oa, ob = lowest(tk-J0-0.01*Z)[1], lowest(tk-J0+0.01*Z)[1]
Ja, Jb = J(np.outer(oa, oa)), J(np.outer(ob, ob))
for _ in range(60):
    oa = lowest(tk-Ja+(u_test-1)*Jb)[1]; Ja = J(np.outer(oa, oa))
    ob = lowest(tk-Jb+(u_test-1)*Ja)[1]; Jb = J(np.outer(ob, ob))
Dab = np.outer(oa, oa)+np.outer(ob, ob); Jab = oa@Jb@oa
E_U = np.sum(Dab*tk)+u_test*Jab-0.5*np.sum(Dab*(Ja+Jb))
assert 2*E1+(u_test-1)*Jab <= E_U < E_R-1e-3
print(f"unrestricted product u={u_test}: E {E_U:.6f}  J {Jab:.5f}  separation {abs(oa@Z@oa-ob@Z@ob):.3f}")

# ---- worked example with round model parameters
Ha = pc['Hartree energy in eV'][0]; a0 = pc['Bohr radius'][0]*1e9
m, einf, hw = 2.0, 5.0, 2e-4
print(f"example: m {m} m_e, eps_inf {einf}, hbar omega {hw} Ha")
for e0 in (50.0, 25.0):
    eta = einf/e0; uu = 1/(1-eta); kap = einf*uu; eu = m/kap**2
    st = full(uu, s_ex['v']); bind = (2*E1-st['E'])*eu
    assert (bind > 0) == (eta < etas[2])
    print(f"eps_0 {e0}: eta {eta:.3f}  u {uu:.5f}  kappa {kap:.5f}  alpha {np.sqrt(eu/2/hw):.2f}")
    print(f"  energy unit {eu:.6f} Ha  length unit {kap/m:.4f} bohr  reduced E {st['E']:.6f}")
    print(f"  2E1 {2*E1*eu:.7f} Ha  product {restricted(uu)*eu:.7f} Ha  correlated {st['E']*eu:.7f} Ha")
    size = wr@(st['rho']*rg)/2*kap/m
    print(f"  2E1-E {bind:.7f} Ha = {bind*Ha*1e3:.2f} meV  <r> {size:.2f} bohr = {size*a0:.3f} nm")
print(f"minimal eps_0 for eps_inf {einf}: {einf/etas[2]:.2f}")
print("all good")
```

Running it gives:

```
energies in m/kappa^2 Ha, lengths in kappa/m bohr unless labelled
E1 Gaussians -0.0542564  finite differences -0.0542564  2E1 -0.1085128
polaron t 0.054256  d 0.217026
restricted product u=1.15: SCF -0.0784005  (2-u)^2 2E1 -0.0784005
model: m2 21.4852  K 3.38082  G1 0.69672  G2 27.9186
model slope at lam=0, u=1: quadrature -1.39344  -2 G1 -1.39344
model optimum lam 0.02435  T 0.112595  V 0.182963  W 0.419208
model u_c 1.08294  eta_c 0.0766
ECG radial only: N 21  eta_c 0.0282
ECG s<=2: N 84  u_c 1.16749  eta_c 0.1435
ECG s<=6: N 105  u_c 1.16765  eta_c 0.1436
ECG s<=54: N 141  u_c 1.16770  eta_c 0.1436
at u_c: T 0.108509  V 0.152627  W 0.395245  2V/W 0.7723
quadrature: T 0.108509  V 0.152627  W 0.395245  u_c formula 1.16770
eta=0: E -0.136521  B 0.028008  B/2|E1| 0.2581
eta=0: T 0.136503  V 0.182014  W 0.455038  2V/W 0.8000
tangent bound u 1.15388  eta 0.1334
u=1.11111: dE/du 0.16213  V 0.16213
min Re<r p^2>/<1/r> in Gaussian basis 0.0471
at u_c: eigenvalue -0.50376  eps0 -0.36774  <r1> 4.5921
u<r1/r12> 0.7425  (eps0-E)<r1> 0.6246  <r1 v> 1.6209
full CI l<=0: eta_c 0.0283
full CI l<=1: eta_c 0.1420
full CI l<=2: eta_c 0.1430
full CI spd, eta=0: E -0.136281; quadrupole decay ratio at u_c 0.427
unrestricted product u=1.15: E -0.088158  J 0.10884  separation 8.545
example: m 2.0 m_e, eps_inf 5.0, hbar omega 0.0002 Ha
eps_0 50.0: eta 0.100  u 1.11111  kappa 5.55556  alpha 12.73
  energy unit 0.064800 Ha  length unit 2.7778 bohr  reduced E -0.117416
  2E1 -0.0070316 Ha  product -0.0055559 Ha  correlated -0.0076086 Ha
  2E1-E 0.0005770 Ha = 15.70 meV  <r> 12.15 bohr = 0.643 nm
eps_0 25.0: eta 0.200  u 1.25000  kappa 6.25000  alpha 11.31
  energy unit 0.051200 Ha  length unit 3.1250 bohr  reduced E -0.096496
  2E1 -0.0055559 Ha  product -0.0031252 Ha  correlated -0.0049406 Ha
  2E1-E -0.0006153 Ha = -16.74 meV  <r> 15.43 bohr = 0.817 nm
minimal eps_0 for eps_inf 5.0: 34.82
all good
```
